# Koopmans' theorem for a core orbital and relaxation in neon

## Result

In Hartree-Fock theory, removing an electron from a core orbital $c$ while every other orbital stays unchanged costs

$$
E_{\rm frozen}(c)-E_N=-\varepsilon_c .
$$

This is Koopmans' theorem. For neon's 1s orbital it gives 891.8 eV, whereas the measured binding energy is about 870 eV. The frozen ion lacks orbital relaxation, which lowers its energy by 23.4 eV. That is close to the whole discrepancy of about 22 eV. Restoring relaxation therefore removes the large overshoot and leaves a shortfall of about 2 eV, for which relativity and electron correlation must be considered.

Binding energies here are positive and refer to an ion plus an electron at rest far away. The nucleus is fixed, and the Hamiltonian is nonrelativistic until the final energy budget. Gaussian units are used, with

$$
a_0=\frac{\hbar^2}{me^2},\qquad E_h=\frac{e^2}{a_0}=\frac{\hbar^2}{ma_0^2}.
$$

The energy unit $E_h$ is the hartree.

## Start with two electrons

Put two electrons of opposite spin in one normalized spatial orbital $\phi$, around a nucleus of charge $Ze$. Let

$$
\hat h=-\frac{\hbar^2}{2m}\nabla^2-\frac{Ze^2}{r},\qquad
h=\langle\phi|\hat h|\phi\rangle,
$$

and let $J$ be the Coulomb repulsion between the two charge clouds. The energy is

$$
E_2=2h+J.
$$

To find the best orbital, vary $\phi^*$ while keeping $\langle\phi|\phi\rangle=1$. The function $\phi^*$ occurs once in each $h$ and twice in $J$. With a Lagrange multiplier written as $2\varepsilon$, the condition is

$$
2\hat h\phi+2\hat J\phi=2\varepsilon\phi,
$$

where $\hat J$ is the potential energy due to one electron's charge cloud. Division by 2 and projection onto $\phi$ give $\varepsilon=h+J$.

If one electron leaves and the other keeps the orbital $\phi$, the remaining energy is $h$. Hence

$$
E_{\rm frozen}-E_2=h-(2h+J)=-(h+J)=-\varepsilon .
$$

The orbital energy contains the whole repulsion $J$, because the departing electron takes the whole pair interaction with it. In the limit $J\to0$, $\varepsilon$ becomes the one-electron energy $h$, as it should.

The same case shows what freezing omits. Approximate the atom's orbital by $\phi\propto e^{-\zeta r/a_0}$. Since $|\nabla\phi|=(\zeta/a_0)|\phi|$, its kinetic energy is

$$
\frac{\hbar^2}{2m}\frac{\zeta^2}{a_0^2}=\frac{\zeta^2}{2}E_h.
$$

With $\alpha=\zeta/a_0$, its mean inverse radius is

$$
\left\langle\frac1r\right\rangle=
\frac{\int_0^\infty r e^{-2\alpha r}dr}
{\int_0^\infty r^2e^{-2\alpha r}dr}
=\frac{1/(2\alpha)^2}{2/(2\alpha)^3}=\alpha .
$$

The frozen one-electron ion therefore has energy

$$
E_{\rm frozen}=E_h\left(\frac{\zeta^2}{2}-Z\zeta\right)
=E_h\left[-\frac{Z^2}{2}+\frac{(Z-\zeta)^2}{2}\right].
$$

If the exponent may adjust, the minimum is at $\zeta=Z$. The energy released is $(Z-\zeta)^2E_h/2$. In the atom, mutual screening makes $\zeta$ smaller than $Z$. When the screening disappears, the remaining orbital contracts. The relaxation energy vanishes in the limit $\zeta\to Z$, where there was no screening to lose.

## Generalize to a determinant

For $N$ electrons, use orthonormal spin orbitals $\phi_i(x)$, where $x$ includes position and spin. Define

$$
\langle ij|kl\rangle=\iint\phi_i^*(x_1)\phi_j^*(x_2)
\frac{e^2}{r_{12}}\phi_k(x_1)\phi_l(x_2)\,dx_1dx_2,
$$

$$
J_{ij}=\langle ij|ij\rangle,\qquad K_{ij}=\langle ij|ji\rangle.
$$

In a determinant's expectation value, an operator acting on two electrons leaves the other $N-2$ electrons untouched. By orthogonality, those electrons must occupy the same orbitals on both sides. The two active electrons can then appear in the same order, giving $J_{ij}$, or exchanged, giving $-K_{ij}$. Thus

$$
E_N=\sum_i h_i+\frac12\sum_{ij}(J_{ij}-K_{ij}),\qquad
h_i=\langle i|\hat h|i\rangle.
$$

The factor $1/2$ corrects for counting each pair twice. Terms with $i=j$ may remain because $J_{ii}=K_{ii}$. The spin sum makes $K_{ij}$ vanish for opposite spins.

Now vary $\phi_i^*$. It occurs in row $i$ and in column $i$ of the double sum, so the factor $1/2$ disappears. The result defines the Fock operator

$$
\hat F=\hat h+\sum_j(\hat J_j-\hat K_j),
$$

with

$$
\hat J_j\phi(x_1)=\left[\int|\phi_j(x_2)|^2\frac{e^2}{r_{12}}dx_2\right]\phi(x_1),
$$

$$
\hat K_j\phi(x_1)=\phi_j(x_1)\int\phi_j^*(x_2)\frac{e^2}{r_{12}}\phi(x_2)dx_2.
$$

Orthonormality introduces Lagrange multipliers $\lambda_{ji}$, and the stationary condition is

$$
\hat F\phi_i=\sum_j\phi_j\lambda_{ji},\qquad
\lambda_{ji}=\langle j|\hat F|i\rangle .
$$

The matrix $\lambda$ is Hermitian. A unitary mixing of the occupied orbitals can diagonalize it. Such a mixing changes the determinant by at most a phase and leaves $\sum_j\phi_j(x_1)\phi_j^*(x_2)$, and hence $\hat F$, unchanged. The resulting canonical orbitals obey

$$
\hat F\phi_i=\varepsilon_i\phi_i.
$$

Projection for the core orbital gives

$$
\varepsilon_c=h_c+\sum_j(J_{cj}-K_{cj}).
$$

To remove $c$, collect every term in $E_N$ that contains it. Its row and its column are equal, so

$$
E_N=E_{\rm frozen}(c)+h_c+
\frac12\,2\sum_{j\ne c}(J_{cj}-K_{cj}).
$$

The missing $j=c$ term is zero and can be added. The terms after $E_{\rm frozen}(c)$ are then $\varepsilon_c$, which proves

$$
\boxed{E_{\rm frozen}(c)-E_N=-\varepsilon_c.}
$$

For one electron, the sum vanishes and $\varepsilon_c=h_c$. For the two-electron closed shell, the opposite-spin electron contributes $J$ and no exchange, which recovers the starting case.

The proof relies on an energy made of one-body terms and pair terms. It does not transfer unchanged to orbital energies from a theory whose energy depends differently on the density.

## Put neon into the formula

In a closed shell, each spatial orbital $k$ holds two electrons. Both repel the core electron, but only the one of equal spin contributes exchange:

$$
\varepsilon_c=h_c+\sum_k(2J_{ck}-K_{ck}).
$$

The neon orbitals were computed by restricted Hartree-Fock theory in a basis of Gaussian functions whose exponents form geometric sequences. In hartree, the 1s one-electron, Coulomb and exchange parts give

$$
\varepsilon_{1s}=-49.9116+23.3606-6.2214=-32.7724.
$$

The Coulomb part includes the electron's repulsion from itself, and the exchange part cancels it. Evaluating the determinant energies separately gives

$$
E_{\rm frozen}-E_N=-95.7744-(-128.5468)=32.7724\ {\rm hartree}.
$$

With 1 hartree = 27.2114 eV, this is 891.8 eV. The fourth decimal of the total energies depends on the basis: a larger set of s and p functions lowers each total by 0.0002 to 0.0003 hartree and moves the one-electron and Coulomb parts of $\varepsilon_{1s}$ by 0.0001 hartree, while the differences in eV keep the digits shown. Koopmans' theorem has not failed at this point. It gives the cost of producing the frozen ion, which is not the final state that sets the measured binding energy.

## Could the frozen hole move to another shell?

One might try to improve the ion by mixing the determinant with hole $c$ and the one with hole $i\ne c$. The first contains $i$ but not $c$; the second contains $c$ but not $i$. They differ in one spin orbital, so the same orthogonality argument leaves, apart from a sign set by orbital ordering,

$$
h_{ic}+\sum_{k\ne i,c}\left(\langle ik|ck\rangle-\langle ik|kc\rangle\right),
\qquad h_{ic}=\langle i|\hat h|c\rangle.
$$

The terms $k=i$ and $k=c$ can be added because each is zero. For $k=c$ the two integrals are identical. For $k=i$ they are $\langle ii|ci\rangle$ and $\langle ii|ic\rangle$, which are equal after exchanging the electron labels. The completed expression is

$$
\langle i|\hat F|c\rangle=\varepsilon_c\langle i|c\rangle=0.
$$

Within the space of frozen one-hole determinants, a core hole therefore does not mix with a valence hole. The missing energy must come from changes outside that space.

## Let the other electrons respond

After $c$ is removed, the Fock operator of the frozen ion is

$$
\hat F^+=\hat F-(\hat J_c-\hat K_c).
$$

The atomic orbitals were optimized for $\hat F$, not for $\hat F^+$. To find the consequence, rotate a remaining orbital $i$ towards an empty orbital $a$:

$$
\phi_i(\theta)=\cos\theta\,\phi_i+\sin\theta\,\phi_a.
$$

All orbitals are taken as real. With the other occupied orbitals fixed, the energy is a constant plus $\langle\phi_i(\theta)|\hat G|\phi_i(\theta)\rangle$, where

$$
\hat G=\hat F-(\hat J_c-\hat K_c)-(\hat J_i-\hat K_i).
$$

The last bracket removes the field of the rotating electron itself. Writing $G_{ai}=\langle a|\hat G|i\rangle$, expansion gives

$$
E(\theta)={\rm constant}+G_{ii}\cos^2\theta+G_{aa}\sin^2\theta
+2G_{ai}\sin\theta\cos\theta .
$$

Its slope at $\theta=0$ is $2G_{ai}$. Since $F_{ai}=0$ and $(\hat J_i-\hat K_i)\phi_i=0$,

$$
\left.\frac{dE}{d\theta}\right|_0=
-2\langle a|\hat J_c-\hat K_c|i\rangle.
$$

A nonzero slope means that a small rotation of the appropriate sign lowers the energy. In the neon calculation, the 2s orbital with the spin of the missing electron has a slope of magnitude 0.69 hartree per radian towards the empty canonical orbital to which it couples most strongly. The empty orbitals of a finite basis change with the basis, so this particular value belongs to the basis used and is not a property of neon. What the argument needs is that the slope is not zero.

There is a useful limit. If $\hat J_c-\hat K_c$ acted on $\phi_i$ as a constant $v$, the slope would be $-2v\langle a|i\rangle=0$. A uniform shift of potential energy changes an orbital's energy but not its shape. Relaxation requires a change that varies across the orbital.

### Which variational principle applies?

The ground-state variational principle alone does not settle the sign of core-hole relaxation, because the ion has lower states with valence holes. The rotation formula shows this. Choose $a=c$ and let $i$ be a valence orbital of the same spin. Since $(\hat J_c-\hat K_c)\phi_c=0$, the slope vanishes. The diagonal elements are

$$
G_{cc}=\varepsilon_c-(J_{ci}-K_{ci}),\qquad
G_{ii}=\varepsilon_i-(J_{ci}-K_{ci}),
$$

so

$$
E(\theta)-E(0)=(\varepsilon_c-\varepsilon_i)\sin^2\theta<0 .
$$

This rotation lowers the energy by filling the core hole and opening a valence hole. It leads away from the state of interest.

A restricted variational principle avoids that collapse. Keep the original orbital $c$ empty, and minimize over determinants of the remaining electrons with all occupied spin orbitals orthogonal to $c$. The frozen determinant belongs to this set, so

$$
E_{\rm fixed\ hole}\le E_{\rm frozen}.
$$

If any permitted rotation has a nonzero slope, as in neon, the inequality is strict. Self-consistent iteration under this restriction lowers neon's ion energy by 23.45 eV.

The shape of the hole orbital should also be free to change. An unrestricted Hartree-Fock calculation, with the 1s orbital of one spin kept empty at every iteration, gives a self-consistent core-hole state in which every orbital has relaxed. Freeing the hole raises the energy by 0.015 eV. This does not contradict relaxation: the final state is a stationary point, not the minimum over all ionic determinants. The net lowering from the frozen ion is 23.43 eV. This unrestricted determinant is not a pure doublet: $\langle S^2\rangle=0.756\,\hbar^2$ instead of $0.75\,\hbar^2$. A spin-restricted open-shell ion lies 0.27 eV higher and gives a lowering of 23.16 eV, so the relaxation energy and the binding energy below depend on this choice by about 0.3 eV.

## Follow the energy to experiment

The difference between two separately self-consistent total energies is called the $\Delta$SCF binding energy. For neon it is

$$
B_{\Delta{\rm SCF}}=-96.6355-(-128.5468)=31.9113\ {\rm hartree},
$$

or 868.35 eV. The relaxation energy is therefore

$$
R=-\varepsilon_{1s}-B_{\Delta{\rm SCF}}
=891.78-868.35=23.43\ {\rm eV}.
$$

The orbitals show the accompanying change in shape. The root-mean-square radius of the eight L-shell electrons falls from 0.571 to 0.478 Å, a contraction of 16 percent. Outside most of the 1s charge, removing one core electron removes a repulsion close to $e^2/r$. The outer electrons feel a more attractive centre and move inward, as in the two-electron case.

The overshoot relative to experiment can now be divided without assuming that relaxation is its whole cause:

$$
-\varepsilon_{1s}-B_{\rm measured}
=R-\left(B_{\rm measured}-B_{\Delta{\rm SCF}}\right),
$$

$$
-\varepsilon_{1s}-B_{\rm measured}\approx 22\ {\rm eV},\qquad R=23.4\ {\rm eV},\qquad B_{\rm measured}-B_{\Delta{\rm SCF}}\approx 2\ {\rm eV}.
$$

The two differences from experiment use a measured value of about 870 eV and are given only to about 1 eV. Omitting relaxation raises the predicted binding energy by 23.4 eV. The other omissions together lower it by about 2 eV, so they hide a small part of the relaxation error.

Two of these omissions can be estimated. Repeating both Hartree-Fock calculations with a scalar relativistic one-electron Hamiltonian, obtained by separating the electronic and positronic parts of the Dirac problem, raises the binding energy by 1.0 eV. Electron correlation, meaning the energy missed by a single determinant, was estimated by second-order Møller-Plesset perturbation theory. Excitations into the empty 1s orbital were excluded. This removes the terms that describe decay of the hole. It also removes terms that are not decay, in which the remaining 1s electron is excited while a valence electron of the other spin fills the hole; these would lower the ion by about 0.2 eV. The correlation energies are $-0.3528$ hartree for the atom and $-0.2968$ hartree for the ion. The ion loses some of this stabilization, which raises the binding energy by 0.056 hartree, or 1.5 eV. The two correlation energies are not converged in the basis: tighter d and f functions and added g functions change them to about $-0.370$ and $-0.311$ hartree, and the correction to 1.6 eV.

Adding both estimates gives

$$
868.35+1.0+1.5\approx870.9\ {\rm eV}.
$$

This lies within about 1 eV of the measured value. The corrections, 2.5 eV together, have the required sign and roughly the required size. The calculation does not fix the binding energy more closely than that. It omits relativistic changes to the electron-electron interaction, higher-order correlation and the coupling that lets the core hole decay, and its basis is finite. These limits affect the small remainder; the 23.4 eV relaxation energy is what accounts for the large overshoot of the 1s eigenvalue.
